# Counting atom updates for a 20 nm phase-change cube

A computer that performs a million atom updates per second needs 13.9 days to follow a 20 nm cube of phase-change material for 10 ns. The cube is only about sixty atoms across, and the process lasts a hundred-millionth of a second. The long computing time comes from the product of two large numbers: how many atoms the cube holds, and how often each must be moved.

An atom update here means one advance of the position and velocity of one atom over one timestep, with one new evaluation of the force on it. This is a unit of work. It becomes a time once a computing rate is given.

## The estimate on the back of an envelope

Take a disordered germanium-antimony-tellurium memory alloy with roughly 30 atoms per cubic nanometre. Each atom then occupies $1/30$ nm³, a small cube of edge about 0.32 nm. About 62 such cubes fit along 20 nm, and $62^3$ is about $2.4\times10^5$.

A nanosecond contains $10^6$ fs, so 10 ns contains $10^7$ fs, or $5\times10^6$ steps of 2 fs. Therefore

$$
U\approx(2.4\times10^5)(5\times10^6)=1.2\times10^{12}.
$$

The edge, duration and timestep do not fix this number by themselves: the density had to be supplied. It also has to be shown that 2 fs is a permissible step, that 10 ns is long enough for something useful to happen, and how far the bare cube can stand in for the region of interest.

## The number of atoms

For number density $n$ and edge $L$,

$$
N=nL^3=30\times 20^3=2.40\times10^5 .
$$

The density can be checked for plausibility through the mass. With a round mean atomic mass $m=115$ u, the mass density $nm$ is 5.73 g/cm³, close to the rough 6 g/cm³ of these alloys.

The crystal is denser. A simple model of its rocksalt-like phase places sites on a cubic grid of spacing $d=0.30$ nm. The sites alternate between two sublattices, and one fifth of the sites on one of them are vacant. Since that sublattice holds half the sites, one tenth of all sites are empty, and

$$
n_{\rm c}=\frac{1-0.10}{d^3}=\frac{0.90}{0.027\ {\rm nm^3}}=33.3\ {\rm nm^{-3}} .
$$

The rule $N=nL^3$ treats the atoms as a continuous density, whereas a real cube cuts through a discrete lattice. An explicit count of occupied sites, averaged over 27 positions of the lattice relative to the faces, gave 266652 atoms. The rule gives 266667. The averaging cancels the effect of the cut. At a single position each edge holds 66 or 67 sites, so the count lies between 3.0% below and 1.5% above the rule, apart from the randomness of the vacancies. The choice of phase matters more: with the two round densities used here it changes $N$ by 11%. That figure comes from the rounding of the inputs; the measured density change on crystallization of these alloys is smaller, about 7%.

## The number of updates per atom

Velocity Verlet is a standard way to integrate Newton's equations. With acceleration $a_k$ at step $k$ and timestep $\Delta t$, it reads

$$
x_{k+1}=x_k+\Delta t\,v_k+\tfrac12\Delta t^2a_k,
\qquad
v_{k+1}=v_k+\tfrac12\Delta t\,(a_k+a_{k+1}).
$$

The acceleration $a_{k+1}$ found at the end of one step is used again at the start of the next. Each step thus needs one new force per atom, and the whole run needs one further evaluation at the start. For $S=t/\Delta t$ steps there are $N(S+1)$ force evaluations and $NS$ updates. With $S=5\times10^6$ the extra one is negligible, and

$$
U=NS=\frac{nL^3t}{\Delta t}=1.20\times10^{12}. \tag{1}
$$

Taking the logarithm of (1) and differentiating gives the effect of small changes in the inputs:

$$
\frac{\delta U}{U}=\frac{\delta n}{n}+3\frac{\delta L}{L}+\frac{\delta t}{t}-\frac{\delta(\Delta t)}{\Delta t}.
$$

The edge carries the largest weight. An edge longer by 1 nm, which is 5%, adds about 15% to the work in this linear estimate, and 15.8% exactly, when the other inputs are held fixed. A 10% uncertainty in density adds or removes 10%. Two significant figures in $U$ therefore describe the chosen inputs, not our knowledge of a particular device.

## Why 2 fs is permissible

The timestep must resolve the fastest vibration. To find out how well it does so, first eliminate the velocity from the Verlet equations. Two successive displacements are

$$
x_{k+1}-x_k=\Delta t\,v_k+\tfrac12\Delta t^2a_k,
\qquad
x_k-x_{k-1}=\Delta t\,v_{k-1}+\tfrac12\Delta t^2a_{k-1}.
$$

Subtract the second from the first and insert $v_k-v_{k-1}=\frac12\Delta t(a_{k-1}+a_k)$:

$$
x_{k+1}-2x_k+x_{k-1}
=\tfrac12\Delta t^2(a_{k-1}+a_k)+\tfrac12\Delta t^2(a_k-a_{k-1})
=\Delta t^2a_k .
$$

For a harmonic vibration $a_k=-\omega^2x_k$. Write $\theta=\omega\Delta t$ and try $x_k=\cos(k\Omega\Delta t)$, where $\Omega$ is the frequency that the computed motion actually has. Because $x_{k+1}+x_{k-1}=2\cos(\Omega\Delta t)\,x_k$,

$$
2\cos(\Omega\Delta t)-2=-\theta^2 .
$$

The left side equals $-4\sin^2(\Omega\Delta t/2)$, so

$$
\sin\frac{\Omega\Delta t}{2}=\frac{\theta}{2}. \tag{2}
$$

A real $\Omega$ requires $\theta\le2$. Beyond that, try $x_k=\lambda^k$, which gives $\lambda^2-(2-\theta^2)\lambda+1=0$. The discriminant $\theta^2(\theta^2-4)$ is then positive, so the two roots are real and distinct. Their product is 1, so one of them exceeds 1 in magnitude and the computed vibration grows without limit.

Well below the limit, $\arcsin z=z+z^3/6+\dots$ turns (2) into

$$
\frac{\Omega}{\omega}=\frac{2}{\theta}\arcsin\frac{\theta}{2}
=1+\frac{\theta^2}{24}+\dots
$$

The computed vibration is slightly too fast. Take 6 THz as a rough upper frequency for most vibrations of the alloy. Its period is 167 fs, which a 2 fs step divides into 83 parts. Then $\theta=2\pi(6\times10^{12})(2\times10^{-15})=0.0754$, and the relative frequency shift is $2.37\times10^{-4}$. Direct integration of an oscillator gave the same value to three figures. Some local vibrations of the amorphous alloy can be faster; at 9 THz the shift would be $5.3\times10^{-4}$, still small. The stability limit $\Delta t=2/\omega$ is 53.1 fs at 6 THz and 35.4 fs at 9 THz, but a step near that limit would be stable without being accurate.

The energy error follows from the same equations. For the harmonic case let $u=v/\omega$, a velocity with the unit of length. One step is

$$
x'=cx+\theta u,\qquad u'=-\theta\beta x+cu,
\qquad c=1-\tfrac12\theta^2,\quad \beta=1-\tfrac14\theta^2 .
$$

Now form $\beta x'^2+u'^2$. The cross terms $2\beta c\theta xu$ and $-2\beta c\theta xu$ cancel, leaving

$$
\beta x'^2+u'^2=(c^2+\theta^2\beta)(\beta x^2+u^2)=\beta x^2+u^2,
$$

since $c^2+\theta^2\beta=1-\theta^2+\frac14\theta^4+\theta^2-\frac14\theta^4=1$. The method conserves this modified quantity. The true energy, $\frac12m\omega^2(x^2+u^2)$, exceeds $\frac12m\omega^2(\beta x^2+u^2)$ by $\frac18\theta^2m\omega^2x^2$. For $\theta\ll1$ it therefore oscillates with an amplitude proportional to $\Delta t^2$, and in a harmonic system it does not drift.

Atoms in a hot alloy are not harmonic. A ring of 64 atoms joined by Morse bonds, with well depth 1.5 eV and the same mass and highest harmonic frequency, was therefore started with random velocities drawn for 900 K; with only 64 atoms, this draw settled at a mean kinetic temperature near 800 K. Over 2 ps the standard deviation of its total energy was 4.75 µeV per atom at 2 fs and 19.09 µeV at 4 fs. The ratio of 4.02 agrees with the $\Delta t^2$ law. The two values themselves depend on the starting velocities, by up to a factor of about two, while their ratio hardly does.

In a separate 100 ps run at 2 fs, the mean energy changed by 0.11 µeV per atom between the second and the last quarter, whose centres lie 50 ps apart. A single run cannot separate so small a change from ordinary fluctuation. Other starting velocities give changes of either sign, up to about three times as large. If the 0.11 µeV were a steady drift, 10 ns would accumulate 200 times as much, about 22 µeV per atom. Even several times that is small against $k_{\rm B}T$, which is 77.6 meV at the nominal 900 K. The ring tests the integrator under anharmonic forces; it does not represent the structure of the alloy. A force model with stiffer bonds or abrupt changes in slope would need its own test.

## Why 10 ns is a useful duration

Suppose that the cube starts amorphous, is surrounded by crystal, and crystallizes inward from all six faces at constant speed $v$. After time $t$ the remaining amorphous region is a cube of edge $L-2vt$, so the crystallized fraction is

$$
f(t)=1-\left(1-\frac{2vt}{L}\right)^3,\qquad t\le\frac{L}{2v}. \tag{3}
$$

At a round speed of 1 m/s, equal to 1 nm/ns, the fronts meet after $20/(2\times1)=10$ ns. After 5 ns the fraction is already $1-(1/2)^3=0.875$, because the outer layers contain most of the volume.

If each run is to last until the fronts meet, its duration is no longer independent of its size. Inserting $t=L/(2v)$ into (1) gives

$$
U_{\rm growth}=\frac{nL^4}{2v\,\Delta t}. \tag{4}
$$

For the present cube this is again $1.2\times10^{12}$. For a 40 nm cube at the same speed, density and timestep it is $2^4=16$ times larger, about $1.9\times10^{13}$: eight times the atoms for twice the time. Growth from one face alone would take $L/v=20$ ns and double the work for the original cube. Crystal nuclei forming well inside the cube can shorten the process; one that forms near a corner may not, because the fronts from the faces still reach the centre first. The growth speed also depends strongly on temperature, so 10 ns is suited to fast growth and not to slow crystallization near room temperature.

## From updates to computing time

At a fixed rate $R$ of updates per second, the computing time is

$$
\frac{U}{R}=\frac{1.2\times10^{12}}{10^6\ {\rm s^{-1}}}=1.2\times10^6\ {\rm s}=13.9\ {\rm days}.
$$

The rate is a chosen value; it depends on the force model and the machine. A rate independent of system size is reasonable when forces have a finite range, because an atom then has a fixed number of neighbours. In the vacancy lattice with range 0.65 nm, a full set of surrounding sites contains 18 on the atom's own sublattice and 14 on the other. An atom on the full sublattice has on average $18+0.8\times14=29.2$ neighbours, and one on the diluted sublattice $0.8\times18+14=28.4$. Weighting these by the populations 1 and 0.8 gives 28.8. Explicit counts gave 28.82 in a periodic box of 1555 atoms and 28.84 in one of 12442 atoms.

The argument fails for a method whose cost per atom grows with $N$. If the cost of one step grows as $N^3$, as it does for electronic-structure calculations dominated by dense diagonalization, doubling the edge multiplies $N$ by 8 and the cost of a step by $8^3=512$. The number of updates per step has grown by a factor of only 8, so $U$ no longer measures the work.

The steps must also follow one another in time. The 13.9-day run spends $1.2\times10^6\ {\rm s}/(5\times10^6)=0.24$ s on each step. To finish in one day, a step would have to take about 17 ms. More processors can help by dividing the atoms among them, as long as communication does not take up the time saved.

## What the bare cube leaves out

**Surroundings.** Atoms within the interaction range $r$ of a face feel what lies outside. Their fraction is $1-(1-2r/L)^3=0.183$ for $r=0.65$ nm, too many to ignore if interfaces matter. Adding a layer of thickness $b$ on every side changes the edge to $L+2b$. At equal density the work is multiplied by

$$
\left(1+\frac{2b}{L}\right)^3=1.2^3=1.73
$$

for $b=2$ nm. The count rises to $2.07\times10^{12}$. If the layer contains lighter atoms or stiffer bonds, a shorter timestep may also be needed.

**Quantum vibration.** The integration treats nuclei classically. A quantum oscillator has mean energy $\hbar\omega[\frac12+1/(e^x-1)]=\frac12\hbar\omega\coth(x/2)$, with $x=\hbar\omega/(k_{\rm B}T)$. Relative to the classical $k_{\rm B}T$ this is $(x/2)\coth(x/2)$, or $1+x^2/12$ to leading order. At 600 K the 6 THz vibration has $x=0.480$ and an energy 1.9% above the classical value. Slower vibrations deviate less, and faster local ones more: at 9 THz the excess is 4.3%. The correction grows on cooling, so this figure does not apply at low temperature.

**Heat.** Crystallization releases heat, and the simulation must let it escape at a sensible rate. Let $T$ now denote the excess over surroundings held at fixed temperature. Inside the cube $\partial T/\partial t=D\nabla^2T$, where $D=\kappa/C$, $\kappa$ is the thermal conductivity and $C$ the heat capacity per volume. The classical value $C=3nk_{\rm B}$ is 1.24 MJ/(m³ K). With a rough $\kappa=0.5$ W/(m K), $D=0.402$ mm²/s.

With the origin at the centre, the slowest decay has the form $T\propto\cos(qx)\cos(qy)\cos(qz)\,e^{-\gamma t}$. Each direction contributes $Dq^2$, so $\gamma=3Dq^2$. At a wall of conductance $h$ the heat arriving equals the heat leaving, $-\kappa\,\partial T/\partial x=hT$ at $x=L/2$. With $\eta=qL/2$ this becomes

$$
\eta\tan\eta=\frac{hL}{2\kappa},
\qquad
\frac1\gamma=\frac{L^2}{12D\eta^2}.
$$

For $h=50$ MW/(m² K) the right side of the first equation is 1.00, its smallest root is $\eta=0.860$, and $1/\gamma=112$ ps. A three-dimensional numerical solution confirmed this decay rate within 1%.

A round crystallization heat $Q=0.05$ eV per atom would warm an isolated cube by $Q/(3k_{\rm B})=193$ K. Released evenly over 10 ns, with the walls carrying heat away, it gives a mean warming of 2.1 K. The size is understandable: after the first few tenths of a nanosecond, the cube holds roughly the heat released during the last 112 ps, which is about 1% of the total. In the growth law (3) the initial rate is $6v/L=0.3$ per ns, three times the mean, so an estimate with evenly distributed heat gives about 6 K at that stage. This is an overestimate, because the early heat is released close to the walls and escapes more easily; with the source at the front the mean warming stays below 5 K. These figures assume surroundings held at fixed temperature. Surroundings that conduct as poorly as the cube would themselves warm by a similar amount, which adds to the warming of the cube. The local temperature at a moving front is a separate question. A simulation at constant total energy without a heat sink would miss this cooling and could alter the growth speed.

## Comparison with a memory cell

Each row changes the stated settings and keeps the others.

| Case | Atom updates |
|---|---:|
| Disordered cube, 2 fs | $1.20\times10^{12}$ |
| Crystalline density | $1.33\times10^{12}$ |
| With 2 nm cladding | $2.07\times10^{12}$ |
| 1 fs step, no cladding | $2.40\times10^{12}$ |
| Cladding and 1 fs step | $4.1\times10^{12}$ |

The density, highest frequency and thermal conductivity used here are rough values in the regime of germanium-antimony-tellurium alloys. The growth speed belongs to fast, hot crystallization, and the wall conductance and crystallization heat are round model inputs. A real cell breaks the assumption of an isolated, uniform cube: it has electrodes, a dielectric and strong temperature gradients. Including just 2 nm of surroundings adds 73% to the count at equal density. A programming pulse of 100 ns, ten times the present duration, would raise the bare-cube count to $1.2\times10^{13}$. Repeated runs, needed because nucleation is random, multiply the total by their number.

The figure of $1.2\times10^{12}$ is thus sound as the count for one run of the bare disordered cube. It does not include the surrounding crystal from which the fronts of (3) grow; a layer only as thick as the 0.65 nm range already multiplies the work by $(1+1.3/20)^3=1.21$ at equal density. For a cell with its immediate surroundings, a few times $10^{12}$ is the safer planning figure at the same 10 ns duration. The values behind these comparisons are collected in the numerical output below.

## Computed results

```
Cube edge: 20 nm; volume: 8000 nm^3
Run time: 10 ns; timestep: 2 fs
Rough number density: 30 atoms/nm^3
Mean atomic mass: 115 u
Implied mass density: 5.73 g/cm^3
Atoms in cube: 2.400e+05
Timesteps: 5.000e+06
ATOM UPDATES: 1.200e+12
Chosen computing rate: 1.0e+06 updates/s
Computing time: 1.20e+06 s = 13.9 days
Lattice site spacing: 0.30 nm
Vacant part of one sublattice: 0.20
Crystal number density: 33.3 atoms/nm^3
Crystal atoms, explicit mean count: 266652
Crystal atom updates: 1.333e+12
Crystal/disordered ratio: 1.111
Interaction range: 0.65 nm
Neighbours per atom, 1555 atoms: 28.82
Neighbours per atom, 12442 atoms: 28.84
Highest vibration: 6.0 THz; period: 167 fs
Steps per shortest period: 83
omega*dt: 0.0754 (dimensionless)
Relative frequency shift, integrated: 2.370e-04
Relative frequency shift, (omega*dt)^2/24: 2.369e-04
Harmonic stability limit of timestep: 53.1 fs
Ring test: 64 atoms, 900 K, well 1.5 eV
Ring energy scatter at 2 fs: 4.75 micro-eV/atom
Ring energy scatter at 4 fs: 19.09 micro-eV/atom
Scatter ratio, 4 fs to 2 fs: 4.02
Ring mean-energy change in 100 ps run: 0.11 micro-eV/atom
Ring thermal energy kT: 77.6 meV
Growth speed: 1.0 nm/ns (= m/s)
Time for growth fronts to meet: 10.0 ns
Crystallized fraction at half that time: 0.875
Fraction within interaction range of a face: 0.183
Cladding thickness: 2.0 nm; factor: 1.728
Updates with cladding: 2.074e+12
Updates with 1 fs timestep, no cladding: 2.400e+12
Growth temperature: 600 K
hbar*omega/kT of fastest vibration: 0.480
Quantum/classical energy of that vibration: 1.0191
Thermal conductivity: 0.50 W/(m K)
Wall conductance: 50 MW/(m^2 K)
Heat capacity: 1.24 MJ/(m^3 K)
Thermal diffusivity: 0.402 mm^2/s
Wall number h*L/(2*kappa): 1.00; root y: 0.8603
Slowest cooling time: 112 ps
Crystallization heat: 0.05 eV/atom
Warming without heat loss: 193 K
Mean warming, even release over run, with loss: 2.1 K
```
